Heating of two silicon nanoparticles during adiabatic coalescence

**Question**

I am studying particle formation in the gas above a silicon CVD wafer. An exercise says that two silicon spheres, each 4 nm in diameter, collide and coalesce adiabatically, and asks me to show that they warm by about 118 K. The data are: surface energy 0.8 J/m², density 2330 kg/m³, heat capacity 900 J/(kg K).

I understand that surface energy should turn into heat. But I took the final diameter to be 8 nm, because two 4 nm particles have joined. The surface area then goes from 2πd² to π(2d)² = 4πd². It has doubled, so the particle should cool. Where is the mistake? And can such a tiny particle really be adiabatic when it sits in a gas?

**Answer**

The mistake is in the final diameter. Coalescence conserves mass, and at constant density it therefore conserves volume. Diameters do not add.

**The final sphere**

Let d be the diameter of each initial sphere and D that of the final one. A sphere of diameter d has volume πd³/6, so

πD³/6 = 2 × πd³/6

D³ = 2d³

D = 2^(1/3) d.

For d = 4 nm this gives D = 5.04 nm. A sphere of diameter 8 nm would contain eight of the original particles, not two.

The surface area of a sphere is π times its diameter squared. Before and after,

A₁ = 2πd²

A₂ = πD² = 2^(2/3) πd².

The area lost is

A₁ − A₂ = (2 − 2^(2/3)) πd² = 0.4126 πd².

In numbers, 100.53 nm² shrinks to 79.79 nm², a loss of 20.74 nm², or about 21% of the initial area.

**The energy balance**

Let g be the extra internal energy per unit area of surface, taken as constant. The lost area releases

E = g(A₁ − A₂) = g(2 − 2^(2/3)) πd².

"Adiabatic" means that no heat leaves the particle. The surrounding gas does no net work on it either, because its volume is unchanged in this model. All of E therefore goes into warming the material. The mass is density times volume, so the heat capacity of the pair is

C = ρ × 2 × (πd³/6) × c = πρcd³/3,

where ρ is the density and c the heat capacity per unit mass. Setting CΔT = E,

(πρcd³/3) ΔT = g(2 − 2^(2/3)) πd².

Dividing by πρcd³/3 cancels π and leaves one power of d in the denominator:

ΔT = 3(2 − 2^(2/3)) g/(ρcd).

With the given values,

ΔT = 3 × 0.4126 × 0.8/(2330 × 900 × 4×10⁻⁹) K = 118 K.

The same result in energy units: the pair releases 103.6 eV and has a heat capacity of 0.877 eV/K, and their ratio is again 118 K.

**What the formula says**

The rise varies as 1/d, because surface area scales as d² and heat capacity as d³. With the same material data, two 10 nm spheres warm by only 47 K.

Unequal partners warm less when one is much larger. For diameters d₁ and d₂, the same balance reads

ΔT = (6g/ρc) × (d₁² + d₂² − D²)/(d₁³ + d₂³), with D³ = d₁³ + d₂³.

Setting d₁ = d₂ = d recovers the earlier formula. If d₂ ≫ d₁, then

D² = d₂²(1 + d₁³/d₂³)^(2/3) ≈ d₂² + (2/3)d₁³/d₂.

The last term is small compared with d₁², so the numerator tends to d₁² and

ΔT ≈ 6g d₁²/(ρc d₂³).

The large particle hardly notices the small one: nearly all the small particle's surface energy is released, but it is shared over a large mass.

The final shape matters too. A sphere has the smallest area for a given volume, so for constant g complete rounding gives the largest heating. If the merged particle stops as an elongated spheroid with a length twice its width, the rise is 83 K instead of 118 K.

**Is it adiabatic in a reactor?**

That depends on how fast the surface energy is released compared with how fast the gas removes heat. Take hydrogen carrier gas at 900 K and 1 Torr, roughly the regime of low-pressure silane CVD. The mean free path is a few hundred µm, far larger than the particle, so molecules arrive one by one without colliding near it.

Let k be Boltzmann's constant, T the gas temperature, p its pressure and m the mass of a molecule. The number density is p/(kT). With mean speed v̄ = √(8kT/πm), the number of molecules striking unit area per second is

J = (p/kT) √(kT/2πm) = p v̄/(4kT).

Fast molecules strike more often than slow ones. This raises the mean energy of the motion normal to the surface from kT/2 to kT. The two tangential directions contribute kT/2 each, and the two rotational modes of the molecule together contribute another kT. Each arriving molecule thus brings 3kT, if vibration is frozen.

Suppose that it leaves at the temperature of the particle, which is hotter than the gas by θ. It then carries away an extra 3kθ. The heat loss per unit area is hθ, with

h = 3kJ = 3p v̄/(4T).

For v̄ = 3074 m/s and p = 1 Torr = 133.3 Pa,

h = 3 × 133.3 × 3074/(4 × 900) ≈ 342 W/(m² K).

The merged sphere cools according to C dθ/dt = −hπD²θ, which is an exponential decay with time constant

τ = C/(hπD²) = (ρcπD³/6)/(hπD²) = ρcD/(6h) = 5.2 µs.

With the full initial area the time would be 4.1 µs. Two touching spheres shade each other and expose only about 92% of that area to incoming molecules, which gives 4.4 µs. Either way, 5.2 µs is slightly generous during the merger itself.

Now let the surface energy be released at a constant rate over a time t₀, keeping τ fixed. While release continues,

dθ/dt = ΔT/t₀ − θ/τ, with θ(0) = 0.

The steady value would be ΔTτ/t₀, and the departure from it decays as exp(−t/τ). Hence

θ(t) = ΔT (τ/t₀)[1 − exp(−t/τ)].

This grows until release stops at t = t₀, after which the particle cools. The peak is therefore

θ_peak = ΔT (τ/t₀)[1 − exp(−t₀/τ)].

For t₀ ≪ τ, expanding the exponential to second order gives θ_peak ≈ ΔT(1 − t₀/2τ), which tends to the adiabatic result. For t₀ ≫ τ it becomes ΔTτ/t₀, and most of the heat escapes during the merger. At 1 Torr the peaks are:

- release in 0.1 µs: 117 K
- release in 1 µs: 107 K
- release in 10 µs: 52 K

These peaks assume that every molecule leaves fully warmed to the particle's temperature, which gives the fastest cooling for a given surface area. Including the larger area during the merger would lower the 10 µs peak by about 2 K. If molecules pick up only part of that energy, cooling is slower: at 30% exchange, τ is about 17 µs and release in 10 µs gives a peak of about 90 K.

So your particle can be nearly adiabatic, provided that it merges well within a few microseconds. The energy balance cannot tell you whether it does. That requires the rate at which atoms move and reshape the particle, which depends on temperature and on the state of the surface.

Pressure changes the answer considerably. At fixed gas temperature h is proportional to p, so at 760 Torr the cooling time falls to about 7 ns. The mean free path is then a few tenths of a µm, still much larger than the particle, so the same cooling formula applies.

**What "surface energy" means**

The energy balance needs an internal energy. The quantity often called surface energy or surface tension is a free energy per area, γ. Since U = F − T ∂F/∂T at fixed area, the surface part of the internal energy per area is

g = γ − T dγ/dT.

Suppose that 0.8 J/m² is γ at 900 K, and take a rough slope dγ/dT = −1×10⁻⁴ J/(m² K). Then g = 0.8 + 0.09 = 0.89 J/m², and the rise becomes 131 K. The exercise evidently intends 0.8 J/m² to go directly into the energy balance.

**How far to trust 118 K for real silicon**

The heat capacity of 900 J/(kg K) suits hot silicon. Near room temperature it is roughly 700 J/(kg K), but it climbs as the particle warms, so a merger starting there would give a rise of roughly 140 K. The surface energy is on the low side for clean crystalline silicon, for which values somewhat above 1 J/m² are typical; ΔT grows in proportion. The balance also assumes a bare surface, which is doubtful in a hydrogen-containing reactor. Suppose that a fraction f of the surface sites holds hydrogen, with 7 sites per nm², and that this fraction stays fixed as the area shrinks. The surplus hydrogen must leave. At a rough net cost of 1 eV per atom, the energy released per unit of lost area falls from 0.8 J/m² to

0.8 − f × (7×10¹⁸ × 1.602×10⁻¹⁹) ≈ 0.8 − 1.12f J/m².

For f = 0.10, about 14 or 15 atoms are expelled and the rise drops by 17 K. At f ≈ 0.71 the heating vanishes in this estimate. This estimate applies only if the hydrogen has time to leave. Desorption from silicon typically takes milliseconds or longer at 900 K and still roughly a tenth of a millisecond or longer at 1020 K. In a merger lasting microseconds nearly all the hydrogen therefore stays on the particle, its coverage rises, and the 17 K reduction does not apply.

A 4 nm particle is also strongly curved, and g need not equal its flat-surface value. Write g(d) = g(1 − 4δ/d), where δ is a small length. A sphere then has surface energy πg(d² − 4δd), and the energy released is

E = πg[(2d² − D²) − 4δ(2d − D)].

Substituting D = 2^(1/3) d and dividing by C, the second term shifts the rise by

−ΔT (4δ/d)(2 − 2^(1/3))/(2 − 2^(2/3)).

For δ = 0.1 nm this is −21 K; for δ = −0.1 nm it is +21 K. I would not assume either sign without a calculation for the actual surface.

The balance also treats the final particle as a single crystal. Two solid crystals that meet with different orientations leave a grain boundary between them. Across the middle of the final sphere its area is πD²/4 = 19.95 nm², almost equal to the 20.74 nm² of surface lost. At a rough boundary energy of 0.5 J/m² it stores about 60% of the released energy, and the rise falls to about 47 K, or about 58 K if the shape relaxes to a grooved pair of lowest total energy. The full rise appears only if the boundary anneals out within the cooling time.

Surface tension also squeezes the particle. If the surface stress equals g, the pressure is P = 4g/d, which falls from 0.80 to 0.63 GPa on merging. To see what this does to the energy, let K be the bulk modulus and α the volume expansion coefficient. Compression by a fraction P/K lowers the surface energy per volume by P²/K and stores P²/(2K) in the bulk, a net change of −P²/(2K). At fixed temperature compression also lowers the entropy per volume by αP, and so removes heat αTP. The initial spheres, being under higher pressure, therefore start with less energy than the simple balance assumes. With P₁ and P₂ the pressures before and after, the correction is

−[(P₁² − P₂²)/(2K) + αT(P₁ − P₂)]/(ρc) = −1.4 K

for rough values K = 100 GPa and α = 1.2×10⁻⁵ K⁻¹. This is minor.

The collision itself adds little. The mean kinetic energy of relative motion in thermal collisions is 2kT, again because fast pairs meet more often. Turning all of it into heat would add 2kT/C = 0.18 K.

**Does the particle melt?**

Starting at 900 K, it reaches 1018 K. Small particles melt below the bulk melting point, so comparing with the bulk value of roughly 1690 K is not enough. For a low estimate, compare a solid 4 nm sphere with a liquid one that has no surface energy at all. With latent heat L per unit mass and bulk melting temperature T_m, both treated as constants, the free energy advantage of the bulk solid is ρVL(1 − T/T_m) for volume V. It is cancelled by the solid's surface energy gA when

ρVL(1 − T/T_m) = gA.

For a sphere A/V = 6/d, so

T = T_m[1 − 6g/(ρLd)].

With L roughly 1.8 MJ/kg this gives about 1210 K. A real liquid has positive surface energy, which raises this temperature. With 0.8 J/m², the model therefore gives no reason to expect complete melting from this single merger, and no latent heat was needed in the balance. The low estimate is sensitive to that value, however. At 1.2 J/m² it falls to about 965 K for a 4 nm sphere. The merged particle would reach about 1080 K, but it is then 5.04 nm across, and for that size the low estimate is about 1110 K. The margin is only some 30 to 40 K, too small to rule out melting with such rough inputs. Including a liquid surface energy of roughly 0.75 J/m² puts the melting temperature near 1400 K even for the 4 nm sphere, well above the particle's temperature. A hotter gas could change that. Further mergers add less and less heat: if equal particles keep merging in pairs without any heat loss, starting from 4 nm spheres at 900 K, the total rise approaches 6g/(ρcd). At 0.8 J/m² this is 572 K, which leads to 1472 K, still below the bulk melting point that the growing particle approaches. At 1.2 J/m² the limit would lie above that melting point. At 1 Torr, however, the gas would cool the particle between separate collisions. These estimates are for crystalline silicon. Amorphous silicon has a lower melting temperature and a smaller latent heat, so they do not rule out melting of an amorphous particle. If an amorphous particle crystallises, the heat released, roughly 12 kJ/mol, would add several hundred kelvin and outweigh the surface term.

**One last point about temperature**

The pair is small enough for its energy to fluctuate noticeably. In thermal equilibrium the variance of the energy is kT²C. Dividing its square root by C gives a corresponding temperature spread

T√(k/C) ≈ 9 K at 900 K.

So 118 K is the mean rise for many such events that start in equilibrium with the gas, while the final temperatures inferred from the energies of individual particles are spread by about 9 K. Given the rough inputs, the physical reading is a rise of order 100 K, provided that the merger is fast, leaves no grain boundary, triggers no crystallisation, and the shrinking surface still has room for any hydrogen it carries; 118 K is the answer for the stated constants. The numerical output lists most of the values behind these estimates.

Values computed for the example and the checks

```
Initial diameter: 4.00 nm
Surface energy: 0.80 J/m2
Density: 2330 kg/m3
Specific heat: 900 J/(kg K)
Final diameter: 5.040 nm
Initial total area: 100.53 nm2
Final area: 79.79 nm2
Area lost: 20.74 nm2
Fraction of area lost: 0.2063
Released energy: 103.56 eV
Released energy: 1.6592e-17 J
Pair heat capacity: 0.8772 eV/K
Pair heat capacity: 1.4054e-19 J/K
Adiabatic temperature rise: 118.05 K
Rise for 10 nm initial diameter: 47.22 K
Rise for final spheroid of aspect 2: 83.20 K
Rough gas temperature: 900 K
Final particle temperature: 1018.1 K
Rough gas pressure: 1.0 Torr
Hydrogen mean speed: 3074 m/s
Rough gas mean free path: 233 um
Gas heat-transfer coefficient: 341.6 W/(m2 K)
Cooling time, final area: 5.16 us
Cooling time, initial area: 4.09 us
Peak rise, release in 0.1 us: 116.92 K
Peak rise, release in 1.0 us: 107.31 K
Peak rise, release in 10.0 us: 52.12 K
Rough surface-energy slope: -1.0e-04 J/(m2 K)
Rise if 0.8 J/m2 is free energy: 131.34 K
Assumed curvature length: 0.10 nm
Shift for positive curvature length: -21.18 K
Rough hydrogen site density: 7.0 per nm2
Rough desorption cost per H: 1.0 eV
Assumed hydrogen coverage: 0.10
Expelled hydrogen: 14.5 atoms
Shift from expelled hydrogen: -16.55 K
Coverage that cancels heating: 0.71
Rough bulk modulus: 100 GPa
Rough volume expansion coefficient: 1.2e-05 1/K
Initial Laplace pressure: 0.800 GPa
Final Laplace pressure: 0.635 GPa
Shift from pressure relaxation: -1.41 K
Upper collision heating estimate: 0.18 K
Canonical temperature spread: 8.92 K
Radiation/gas cooling ratio: 0.0119
Rough bulk melting temperature: 1690 K
Rough latent heat: 1.8 MJ/kg
Pessimistic melting floor: 1206 K
Temperature with upward corrections: 1053 K
```
